# Grid and collision-matrix size for phonon scattering in copper

## Problem

The linearized Boltzmann equation for electrons in copper is to be solved on a grid in k-space, with phonon scattering as the collision term. A thermal phonon has wavevector

$$q_T=\frac{k_BT}{\hbar v_s}.$$

(a) What grid spacing resolves scattering by such phonons at 10 K and at 300 K, and how large is the collision matrix if the whole Brillouin zone is kept?

(b) How much is saved by keeping states near the Fermi energy, and how must this be done?

(c) How much more does cubic symmetry save?

Use rough typical values: lattice constant $a=0.361$ nm, longitudinal sound speed $v_s=4.8$ km/s, transverse speed 2.3 km/s, and a radius of $0.2\,k_F$ for the necks of the Fermi surface. Matrices are dense, with 8 bytes per entry.

## Solution

### The equation and the model

With electron charge $-e$ and field $\mathbf E$, write the deviation from the equilibrium occupation $f$ as $\delta f=-e\,\mathbf E\cdot\boldsymbol\Lambda(\mathbf k)\,(-\partial f/\partial E)$. The unknown $\boldsymbol\Lambda$ is a vector mean free path. It obeys

$$\mathbf v(\mathbf k)\left(-\frac{\partial f}{\partial E}\right)=\frac{1}{k_BT}\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}\left[\boldsymbol\Lambda(\mathbf k)-\boldsymbol\Lambda(\mathbf k')\right],\tag{1}$$

where $P_{\mathbf k\mathbf k'}$ is the equilibrium transition flux, symmetric by detailed balance. The matrix to be stored couples every $\mathbf k$ to every $\mathbf k'$.

Sizes are estimated with a free-electron sphere, longitudinal phonons in equilibrium with linear dispersion, squared coupling proportional to $q$, and no umklapp or spin flip. The sphere serves to count states. On a truly isotropic sphere the directional problem could be solved by hand; the matrix is needed because real copper is anisotropic.

Copper has four atoms, and four conduction electrons, per cube $a^3$. Hence $k_F^3=3\pi^2(4/a^3)$ and the Debye wavevector follows from $q_D^3=6\pi^2(4/a^3)$:

$$k_F=\frac{(12\pi^2)^{1/3}}{a}=13.60\ \text{nm}^{-1},\qquad q_D=\frac{(24\pi^2)^{1/3}}{a}=17.14\ \text{nm}^{-1}.$$

The free-electron values are $E_F=7.05$ eV and $v_F=1575$ km/s.

At 10 K, $q_T=0.273$ nm⁻¹ for longitudinal and 0.569 nm⁻¹ for transverse phonons. The faster branch has the smaller wavevector and sets the finer grid, so it is used below. At 300 K it gives $q_T=8.18$ nm⁻¹.

### What spacing is needed?

Let $\varepsilon=(E-E_F)/k_BT$ and $x=q/q_T=\hbar v_sq/k_BT$. Absorption of a phonon carries the flux factor $f(\varepsilon)[1-f(\varepsilon+x)]\,n(x)$, with $n=1/(e^x-1)$. Writing out the Fermi functions gives

$$f(\varepsilon)[1-f(\varepsilon+x)]=\frac{f(\varepsilon)-f(\varepsilon+x)}{1-e^{-x}}.$$

The numerator integrates to $x$ over all $\varepsilon$. Therefore

$$\int d\varepsilon\,f(1-f')\,n=\frac{x}{(1-e^{-x})(e^x-1)}=\frac{x}{4\sinh^2(x/2)},$$

because the product in the denominator is $e^x-2+e^{-x}$. Emission is the reverse process and has the same integral. The squared coupling supplies another factor $x$, so the scattering kernel between two points of the Fermi surface is, up to a constant,

$$S(x)=\frac{x^2}{4\sinh^2(x/2)}.$$

Two points separated by angle $\theta$ are joined by the chord $q=2k_F\sin(\theta/2)$. The momentum loss is then $1-\cos\theta=q^2/2k_F^2$, which turns $S$ into the transport integrand

$$G(x)=\frac{x^4}{4\sinh^2(x/2)}.$$

The area element is $dA=2\pi k_F^2\,d(1-\cos\theta)=2\pi q\,dq$, so $\int G\,dA$ is the Bloch–Grüneisen integral of $x^5/[4\sinh^2(x/2)]$.

Now divide the surface into patches of side $h$, and let $s=h/q_T$. On an irregular mesh the sampling point may lie anywhere in its patch. To first order, $G$ at that point differs from its value at the centre by $\nabla G\cdot\mathbf u$, where each component of $\mathbf u$ is uniform over a length $s$ and has variance $s^2/12$. The patch contributes $s^2G$ to the sum, with variance

$$s^4\cdot\frac{s^2|\nabla G|^2}{12}.$$

Independent patches add their variances. Replacing the sum over patches by $\int dA/s^2$ leaves $s^4\int|\nabla G|^2dA/12$. The rms error of one row's transport rate, relative to that rate, is thus

$$\delta=C\left(\frac{h}{q_T}\right)^2,\qquad C=\frac{\left[\int|\nabla G|^2dA/12\right]^{1/2}}{\int G\,dA}=0.57\%.\tag{2}$$

Sums over random meshes at 10 K give 0.57%, 2.3% and 8.8% for $h=q_T$, $2q_T$ and $4q_T$. Formula (2) predicts 0.57%, 2.3% and 9.2%. The choice $h=q_T$ therefore gives the transport rate of a row to better than one percent. The constant is small because $G$ peaks near $x=3.8$, where $4/x=\coth(x/2)$, so that many patches share the weight. Equation (2) requires $q_T\ll k_F$ and a kernel that has decayed before $q_D$; both hold at 10 K. It covers only the part of the row along $\hat{\mathbf k}$. The difference $\hat{\mathbf k}-\hat{\mathbf k}'$ also has a tangential part of size $\sin\theta$, which cancels only on average over an irregular mesh. Relative to the rate, its scatter carries an extra factor $k_F/q_T$, and the same variance estimate puts it at roughly 20% for $h=q_T$ at 10 K. Its direction is random from row to row, so the spacing is better judged by the conductivity error, given in the last section.

### (a) The whole zone

The primitive reciprocal vectors have length $|\mathbf b|=2\pi\sqrt3/a=30.15$ nm⁻¹. Dividing each into $N$ parts gives a body-centred cubic lattice of points with nearest-neighbour distance $|\mathbf b|/N$. At 10 K,

$$N=\left\lceil\frac{30.15}{0.2728}\right\rceil=111,\qquad N^3=1.37\times10^6.$$

The matrix has $N^6$ entries and takes $1.5\times10^4$ GB, or 15 TB. At 300 K the same rule gives $N=4$ and 64 states, a result that is corrected below.

### (b) Restriction to the Fermi shell

The electrons that carry current lie in a shell of thickness about $k_BT/\hbar v_F$. This is smaller than $q_T$ by $v_F/v_s=328$. Moving one grid spacing $h=q_T$ along the surface normal changes the energy by $\hbar v_Fq_T=328\,k_BT$. A grid that resolves the phonons thus steps right over the shell. Resolving the shell with a uniform grid would take $N\approx36\,000$ at 10 K and $N\approx1200$ at 300 K.

An energy cut on the $N=111$ grid shows the consequence. The fraction of the weight $-\partial f/\partial\varepsilon$ inside $|\varepsilon|<w$ is $\tanh(w/2)$, so losing $10^{-3}$ of it means $w=7.60$. Per spin, $\tfrac12N^3(E/E_F)^{3/2}$ grid states lie below energy $E$. The derivative at $E_F$ is $3N^3/4E_F$, and the window of width $2wk_BT$ holds

$$\frac{3wk_BT}{2E_F}N^3=\frac{3(7.60)(0.862\times10^{-3})}{2(7.05)}\,(1.37\times10^6)\approx1900$$

points on average. The actual count is 2928. The excess reflects how few energies the grid offers. In units of $2\pi/(aN)$ the coordinates of a point are all even or all odd, so their squared length is a multiple of 4 or leaves remainder 3 on division by 8. At the Fermi surface this squared length is about 7527, and the window holds the 14 integers from 7520 to 7533, of which six are allowed. The count depends on how many points happen to have those few lengths.

Either number is too small. Covering the sphere with patches of side $h$ takes

$$M=\frac{4\pi k_F^2}{h^2}=\frac{4\pi(13.60)^2}{(0.2728)^2}\approx31\,300.$$

With 2928 points, each would have to represent about eleven patches, a mean lateral spacing of $3.3\,q_T$. The energy cut saves memory by discarding the resolution for which the grid was chosen.

The sound restriction places the unknowns on the surface itself and integrates over the shell thickness analytically, as was done for $S(x)$. Energies from the uniform grid are interpolated linearly in tetrahedra to locate the surface. At 10 K the surface cuts about 235 000 tetrahedra of the $N=111$ grid, so the cut pieces must be grouped, seven or eight to a patch. One unknown per piece would reduce the number of states only about sixfold. With one unknown per patch the saving is larger. The saving in states is

$$\frac{N^3}{M}=\frac{1\,367\,631}{31\,260}\approx44,$$

and the matrix shrinks by the square, about 1900, to 7.8 GB. For fixed $h/q_T$ the full matrix grows on cooling as $T^{-6}$ and the surface matrix as $T^{-4}$, so the saving grows as $T^{-2}$.

**Grid data needed.** The tetrahedra of a body-centred cubic lattice have as edges the 8 nearest- and 6 next-nearest-neighbour vectors $\mathbf e_j$. In a tetrahedron cut by the surface, every corner is joined to a corner on the other side. A node is therefore needed if at least one of its 14 neighbours lies across the surface. For a locally flat surface with normal $\mathbf n$, this means a distance below $\max_j\mathbf e_j\cdot\mathbf n$, on either side. With area $A=4\pi k_F^2$ and k-volume $\Omega$ per node, the number of nodes is

$$K=\frac{2\langle\max_j\mathbf e_j\cdot\mathbf n\rangle A}{\Omega}\approx81\,900,$$

the average being over directions. Direct counting on the grid gives 82 240, or 6% of the zone.

**Price of one unknown per patch.** Integrating over the shell assumes that $\boldsymbol\Lambda$ does not vary across it. To find the cost, keep the energy dependence $\varphi(\varepsilon)$ in the isotropic model. With $f=e^{-\varepsilon/2}/[2\cosh(\varepsilon/2)]$ and the matching forms of $1-f'$ and $n$, the exponentials cancel for $\varepsilon'=\varepsilon\pm x$, and (1) becomes, in scaled units,

$$\frac{1}{4\cosh^2(\varepsilon/2)}=\int d\varepsilon'\,\frac{x^2\left[\varphi(\varepsilon)-\left(1-\frac{x^2q_T^2}{2k_F^2}\right)\varphi(\varepsilon')\right]}{8\cosh(\varepsilon/2)\cosh(\varepsilon'/2)\sinh(x/2)},$$

with $x=|\varepsilon'-\varepsilon|$ cut off at $q_D/q_T$. One factor $x$ comes from the coupling and one from $q\,dq$; the round bracket is $\cos\theta$. The numerical solution has a conductivity 0.3% above that of constant $\varphi$ at 10 K, and 1.9% above it at 300 K. The sign is expected: the collision operator is symmetric and positive, so a trial function such as a constant cannot give too large a conductivity.

Resolving the shell by layers $k_BT$ apart over the window $2w\approx15.2$ would take 16 layers, and the matrix would grow by $16^2=256$. Even this would not remove the small error: solved on 16 such layers, the equation above gives a conductivity at 10 K that is about 11% too high. The fault lies in the narrow window, not in the spacing. With layers four times as dense in the same window the error is still 11%, while 32 layers $k_BT$ apart bring it below 0.1%. The matrix then grows by $32^2\approx1000$.

### (c) Cubic symmetry

The cubic group has 48 operations $g$. Since $\mathbf v$ is a vector field and $P$ is invariant, the solution satisfies

$$\boldsymbol\Lambda(g\mathbf k)=g\,\boldsymbol\Lambda(\mathbf k).$$

A general point has 48 images, and one representative $\mathbf k_p$ determines $\boldsymbol\Lambda$ at all of them. But its three components are independent unknowns. The count is $3M/48=M/16$.

The same number follows from one component. Eight operations leave the $x$ axis fixed and eight reverse it, so 16 values of $\Lambda_x$ are equal up to sign. Inserting the symmetry relation into (1) gives the sum

$$\sum_r\sum_gP(\mathbf k_p,g\mathbf k_r)\left[\boldsymbol\Lambda(\mathbf k_p)-g\,\boldsymbol\Lambda(\mathbf k_r)\right],$$

whose coupling between representatives $p$ and $r$ is the $3\times3$ block $\sum_gP(\mathbf k_p,g\mathbf k_r)\,g$. The matrix shrinks by $16^2=256$.

At 10 K this leaves 1954 unknowns and 0.03 GB. The combined matrix saving is $1.9\times10^3\times256\approx4.9\times10^5$. The band energies are scalars and gain more: of the 82 240 nodes, 1830 are inequivalent, a factor of 45. It falls short of 48 because points on mirror planes have fewer images.

A reduction of the unknowns by 48 requires a further assumption, such as $\boldsymbol\Lambda=\lambda(\mathbf k)\,\mathbf v$. Its quality was measured on 576 points of a sphere, forming 12 orbits, with $S(x)$ multiplied by the cubic factor $1+\hat k_x^4+\hat k_y^4+\hat k_z^4$ at both ends and without the cutoff at $q_D$. The 36-unknown form reproduces the full solution to rounding error. The 12-unknown parallel form deviates, in relative norm, by 4.3% at 80 K but by 0.02% at 300 K. These two figures include the irregularity of the random, equally weighted points and change severalfold from one set to another. With accurate quadrature over the sphere the deviations are about 1.1% and 0.001%.

The high-temperature accuracy can be understood from the expansion $S=1-x^2/12+x^4/240-x^6/6048+\dots$, in which $x^2=2(k_F/q_T)^2(1-\hat{\mathbf k}\cdot\hat{\mathbf k}')$ is linear in $\hat{\mathbf k}'$. In the in-scattering sum all terms even in $\hat{\mathbf k}'$ cancel, since $\boldsymbol\Lambda$ is odd. The $x^2$ and $x^4$ terms therefore leave only a part linear in $\hat{\mathbf k}'$. A cubic part first arises from $x^6$, with a coefficient $8(k_F/q_T)^6/6048\approx0.03$ at 300 K. The linear part contains a tensor that cubic symmetry makes proportional to the unit matrix, so the result points along $\hat{\mathbf k}$, which is the direction of $\mathbf v$ on a sphere. On cooling, the kernel becomes short-ranged and the higher terms matter. A sharp cutoff at $q_D$ also brings in higher odd terms. At 300 K it falls inside the range of $x$ on the sphere, so the very small deviation at 300 K is shown for the smooth kernel only and not for the cut-off model used elsewhere.

### The 300 K case

At 300 K, $h=q_T$ gives 35 patches, fewer than the 48 images of a single general point. The symmetry count $M/16$ has no meaning there. The premise fails as well: $q_D/q_T=2.1$, so the phonon spectrum ends before $G$ reaches its maximum, and $q_T$ is no longer the scale on which the kernel varies.

The finest structure is now the neck, of radius $0.2\,k_F=2.72$ nm⁻¹, a third of $q_T$. Setting $h$ equal to this radius puts $2\pi\approx6$ patches around the neck, which represents its shape only coarsely. The band energies may need a finer grid than this to place the neck accurately, which was not tested here. This is a geometric estimate, since the sphere has no necks. At 10 K the neck radius is $10\,q_T$, and the phonon criterion already resolves it.

| | 10 K, $h=q_T$ | 300 K, $h=q_T$ | 300 K, $h$ = neck radius |
|---|---|---|---|
| $h$ (nm⁻¹) | 0.273 | 8.18 | 2.72 |
| $N$ | 111 | 4 | 12 |
| Zone states $N^3$ | 1 367 631 | 64 | 1728 |
| Full matrix (GB) | $1.5\times10^4$ | $3.3\times10^{-5}$ | 0.024 |
| Patches $M$ | 31 260 | 35 | 314 |
| Surface matrix (GB) | 7.8 | $1\times10^{-5}$ | $8\times10^{-4}$ |
| Unknowns $M/16$ | 1954 | not meaningful | about 20 |
| Total matrix saving | $4.9\times10^5$ | not meaningful | about 8000 |

For the last column the row error on the sphere is 3.3%, whereas (2) would give 0.06%. Equation (2) assumes a smooth integrand, but here $G$ is cut off sharply at $q_D$. The cutoff circle on the sphere has circumference $2\pi q_D[1-(q_D/2k_F)^2]^{1/2}\approx84$ nm⁻¹ and crosses about 37 patches, by numerical count. Each is counted wholly or not at all. If a fraction $p$ of the patch lies inside, the variance is $p(1-p)$, which averages to about 0.14 over the crossed patches. The disc holds $\pi q_D^2/h^2\approx125$ patches, and $G$ at the edge is about 1.8 times its mean over the disc, so the expected error is

$$\frac{1.8\sqrt{37\times0.14}}{125}\approx3.3\%,$$

close to the value found. Weighting cut patches by the area inside the cutoff would reduce this error by more than half.

### Comparison with real copper

The Fermi surface of real copper is not a sphere. Its necks touch the zone boundary, which raises the 300 K patch count from 35 to about 300. They also permit umklapp scattering by phonons of small $q$. In the sphere, umklapp starts only at $|\mathbf b|-2k_F$, which is $10.8\,q_T$ at 10 K. Such events are rare, but each nearly reverses the velocity. In a first estimate, with $\boldsymbol\Lambda$ parallel to $\mathbf v$ and of constant length, they would add about 13% to the sphere's resistivity at 10 K. At 300 K umklapp is no longer rare: the same estimate gives it about five times the resistivity of normal scattering. The 300 K errors and conductivity gain quoted above therefore describe normal scattering only. In real copper the mesh must be joined periodically across the necks. Joining adds no patches but can change the resistivity, an effect not estimated here.

Linear dispersion puts the highest phonon energy at $2.1\,k_BT$ for 300 K, or 54 meV, while the real spectrum ends at roughly 30 meV. This does not affect the neck criterion. The real Fermi velocity is lower than the free-electron value by some tens of percent, which thickens the shell in proportion but leaves it far thinner than $q_T$.

At 10 K, impurities usually dominate the resistance of copper of ordinary purity. An error of one percent in the phonon part is then a smaller fraction of the total, and a coarser mesh may suffice, up to about $h=2q_T$. Equation (2) describes single rows, not the conductivity. On an irregular mesh over an isotropic sphere, the conductivity error at 10 K is about 1% at $h=2q_T$ but exceeds 10% at $h=4q_T$. Doubling $h$ cuts the surface matrix by 16 and raises the row error to 2.3%. If phonon drag matters, the phonon occupations become unknowns too, and the sizes above no longer cover the whole problem. The numerical output lists the values behind these estimates.

## Values computed for the example and the checks

```
lattice constant (rough) 0.361 nm
sound speed: long. 4.8 km/s, transv. 2.3 km/s
|b| = 30.15 1/nm, k_F = 13.60 1/nm, q_D = 17.14 1/nm
E_F = 7.05 eV, v_F = 1575 km/s
v_F/v_s = 328
T = 10 K: kT = 0.862 meV
  q_T long. 0.2728 1/nm, transv. 0.5692 1/nm
  shell thickness kT/(hbar v_F) = 0.000831 1/nm
  uniform N to resolve the shell = 36264
T = 300 K: kT = 25.852 meV
  q_T long. 8.1825 1/nm, transv. 17.0766 1/nm
  shell thickness kT/(hbar v_F) = 0.0249 1/nm
  uniform N to resolve the shell = 1209
mesh error constant C = 0.573 percent
row error at 10 K, h = q_T: 0.57 percent
row error at 10 K, h = 2 q_T: 2.30 percent
row error at 10 K, h = 4 q_T: 8.78 percent
[10 K, h = q_T] spacing 0.2728 1/nm, N = 111
  full-zone states 1367631, matrix 1.5e+04 GB
  surface patches 31260, matrix 7.82 GB
  shell saving: states 43.8, matrix 1.91e+03
  unknowns after symmetry 1954, matrix 0.0305 GB
  total matrix saving 4.9e+05
[300 K, h = q_T] spacing 8.183 1/nm, N = 4
  full-zone states 64, matrix 3.28e-05 GB
  surface patches 35, matrix 9.65e-06 GB
  shell saving: states 1.84, matrix 3.4
[300 K, h = neck radius] spacing 2.721 1/nm, N = 12
  full-zone states 1728, matrix 0.0239 GB
  surface patches 314, matrix 0.00079 GB
  shell saving: states 5.5, matrix 30.3
  unknowns after symmetry 20, matrix 3.08e-06 GB
  total matrix saving 7.75e+03
row error at 300 K, h = neck radius: 3.3 percent
energy window w = 7.60 kT, lost weight 0.001
10 K grid points in window: 2928 (formula 1906)
10 K nodes of cut tetrahedra: 82240 (formula 81890)
  of these inequivalent: 1830, ratio 44.9
energy-resolved gain in conductivity, 10 K: 0.300 percent
energy-resolved gain in conductivity, 300 K: 1.87 percent
layers if spaced by kT: 16
symmetry test: 576 points, 36 unknowns
  three per orbit, largest relative deviation: 1.7e-14
  one per orbit, deviation at 80 K: 4.34 percent
  one per orbit, deviation at 300 K: 0.019 percent
neck radius / q_T: 10 K 9.98, 300 K 0.333
q_D / q_T: 10 K 62.8, 300 K 2.09
sphere umklapp threshold (|b|-2k_F)/q_T at 10 K: 10.8
```
